# Field-Assisted Dissociation of a Short-Lived Electron-Hole Pair

**The question**

In Braun's model a bound electron-hole pair ends in one of two ways: it separates into free carriers with rate constant $k_d(E)$, or it decays to the ground state with rate constant $k_f$. The field $E$ changes $k_d$ but not $k_f$. At zero field 10 percent of the pairs separate. The medium is an isotropic continuum of permittivity $\varepsilon$ at temperature $T$, and the field strength is measured by

$$b=\frac{e^3E}{8\pi\varepsilon k^2T^2}.$$

The pair is small, turns freely through all orientations, and has a field energy small against $kT$. Separated carriers count as free, and their later recombination is left out.

(a) Express the yield through the rate constants. How does a change of $k_d$ act on it?

(b) Set up the steady transport equation for the pair coordinate and solve it for a pair that feeds carriers outward.

(c) Find the enhancement $F(b)=k_d(E)/k_d(0)$.

(d) Find the yield at $b=1.5$.

(e) Compare with the Poole-Frenkel barrier-lowering factor.

(f) Put the result into units for an organic solar-cell blend, and estimate what the model neglects.

**Answer (a): the yield**

Let pairs be created at a steady rate $G$, and let $N$ be their number. In the steady state $G=(k_d+k_f)N$. The share that separates is

$$P=\frac{k_dN}{G}=\frac{k_d}{k_d+k_f},\qquad \frac{P}{1-P}=\frac{k_d}{k_f}.$$

With $k_f$ fixed, the field multiplies the odds $P/(1-P)$ by $F$, not the yield itself. Writing $P_0=P(0)$ and solving for $P$ gives

$$\frac{P}{P_0}=\frac{F}{1+P_0(F-1)}.$$

The gain in yield approaches $F$ when $P_0$ is small, and $P$ stays below one however large $F$ is. An unchanged recombination rate means here an unchanged rate constant $k_f$; the share of pairs that recombine, $1-P$, does fall.

**Answer (b): transport in the combined potential**

Let $\mathbf r$ point from the negative to the positive carrier, and let the field lie along $z$. The mobilities of the two carriers add in the relative motion, and so do their diffusion constants. With the Einstein relation for each carrier, the relative drift velocity is $-D\nabla u$, where $D$ is the summed diffusion constant and

$$u=-\frac{l}{r}-fz,\qquad l=\frac{e^2}{4\pi\varepsilon kT},\qquad f=\frac{eE}{kT}$$

is the energy in units of $kT$. Multiplying the last two definitions gives $fl=2b$. The current density is

$$\mathbf J=-D(\nabla n+n\nabla u)=-De^{-u}\nabla g,\qquad g=e^{u}n.$$

In the steady state $\nabla\cdot\mathbf J=0$ outside the pair, so

$$\nabla^2g-\nabla u\cdot\nabla g=0. \tag{1}$$

Close to the origin the carriers are in local equilibrium with the pair, so $g\to C$, a constant. Far away $n\to0$. Define

$$p=\tfrac12f(r+z),\qquad q=\frac lr,\qquad h(x)=I_0(2\sqrt x)=\sum_{k\ge0}\frac{x^k}{(k!)^2}.$$

The solution is

$$g=C\int_0^q e^{-p-t}\,h(pt)\,dt, \tag{2}$$

as substitution shows. With $\mu=\cos\theta=z/r$, the geometric quantities needed are

$$|\nabla p|^2=\frac{fp}{r},\quad \nabla^2p=\frac fr,\quad |\nabla q|^2=\frac{q^2}{r^2},\quad \nabla^2q=0,\quad \nabla p\cdot\nabla q=-\frac{pq}{r^2},$$

$$-\nabla u\cdot\nabla p=\frac{fp}{r}-\frac{pq}{r^2},\qquad -\nabla u\cdot\nabla q=\frac{q^2-2pq}{r^2}+\frac{fq}{r}.$$

The last one uses $f\mu=2p/r-f$. Subscripts denote derivatives. Equation (1) becomes

$$\frac fr\big[pg_{pp}+(1+p)g_p+qg_q\big]+\frac q{r^2}\big[qg_{qq}-2pg_{pq}-pg_p+(q-2p)g_q\big]=0.$$

It is enough that each bracket vanishes. The series gives $xh''+h'=h$. Therefore

$$\partial_p\big[e^{-p-t}h(pt)\big]=e^{-p-t}(th'-h)=-\frac{d}{dt}\big[te^{-p-t}h'(pt)\big].$$

Integrating over $t$, and setting $w=Ce^{-p-q}$ and $x=pq$, we obtain

$$g_q=wh(x),\qquad g_p=-qwh'(x).$$

Differentiating once more gives

$$g_{pp}=-qw(qh''-h'),\qquad g_{qq}=w(ph'-h),\qquad g_{pq}=w(qh'-h).$$

In the first bracket, $pqh''=h-h'$. Divided by $w$, it is

$$-q(h-h'-ph')-q(1+p)h'+qh=0.$$

The second bracket, divided by $w$, is

$$(xh'-qh)+(-2xh'+2ph)+xh'+(q-2p)h=0.$$

Now the boundary conditions. As $r\to0$, $p\to0$ and $q\to\infty$, so $g\to C\int_0^\infty e^{-t}dt=C$. At large $r$,

$$n=e^{-u}g=Ce^{q}e^{-f(r-z)/2}\int_0^qe^{-t}h(pt)\,dt.$$

Here $pt\le pq=b(1+\mu)\le2b$, so $n\le Ce^q\,q\,h(2b)$. This vanishes as $r\to\infty$, even in the downfield direction.

**Answer (c): the enhancement**

At fixed angle, $\partial_rp=p/r$ and $\partial_rq=-q/r$. Hence

$$\partial_rg=\frac{pg_p-qg_q}{r}=-\frac{qw}{r}(h+ph').$$

Since $e^{-u}w=Ce^{-f(r-z)/2}$, the radial current density is

$$J_r=\frac{DCl}{r^2}\,e^{-fr(1-\mu)/2}\,\big[h+ph'\big],$$

with $h$ and $h'$ taken at $b(1+\mu)$. Integrate over a sphere and let its radius shrink. The exponential tends to one and $p$ to zero, but the argument $b(1+\mu)$ stays fixed. The outflow is

$$\Phi=2\pi DCl\int_{-1}^{1}h\big(b(1+\mu)\big)d\mu
=2\pi DCl\sum_{k\ge0}\frac{b^k}{(k!)^2}\,\frac{2^{k+1}}{k+1}
=4\pi DCl\sum_{k\ge0}\frac{(2b)^k}{k!\,(k+1)!}.$$

No carriers are created or lost outside the pair, so the same outflow crosses every sphere. Numerical integration of the current from (2), at $b=1.5$ and radii $0.3l$, $l$ and $3l$, gives $\Phi/(4\pi DCl)=3.46865$ each time.

To turn outflow into a rate constant, let the pair occupy a small volume $V$ at separation about $a$. With its field energy neglected, its population is $N=CVe^{l/a}$, and

$$k_d=\frac{\Phi}{N}=\frac{4\pi Dl}{V}e^{-l/a}F(b).$$

This is a net rate: a carrier that leaves and returns has not separated. The field enters through $F$ alone:

$$F(b)=\frac{I_1(2\sqrt{2b})}{\sqrt{2b}}=1+b+\frac{b^2}{3}+\frac{b^3}{18}+\frac{b^4}{180}+\dots$$

This is Onsager's factor. At zero field $F=1$. For small $b$, expanding the yield formula of part (a) gives $P\approx P_0+P_0(1-P_0)b$.

**Answer (d): the yield at $b=1.5$**

The terms written out above add up to

$$1+1.5+0.75+0.1875+0.0281=3.4656.$$

The full Bessel expression gives $F=6.00788/\sqrt3=3.4687$. The zero-field odds are $0.10/0.90=0.1111$. In the field,

$$\frac{k_d}{k_f}=0.1111\times3.4687=0.3854,\qquad P=\frac{0.3854}{1.3854}=0.278.$$

The yield rises from 10 to about 28 percent, and the recombining share falls from 90 to about 72 percent. Multiplying the yield itself by $F$ would give 34.7 percent; that overlooks the growth of the total loss rate $k_d+k_f$ in the denominator.

A separate numerical calculation follows one pair state that decays with $k_f$ and exchanges carriers with a drift-diffusion region around it. It uses the separation and Coulomb length of part (f) and neglects the field energy inside the pair. Carriers are counted at an absorbing sphere, of radius $2000l$ without field and $8l$ with field. The yields are 10.00 and 27.82 percent, in agreement with the formula.

**Answer (e): the Poole-Frenkel factor**

Straight downfield, $u=-l/r-fr$. Its maximum follows from $l/r^2-f=0$, so $r=\sqrt{l/f}$ and

$$u_{\max}=-2\sqrt{lf}=-\sqrt{8b}.$$

The barrier is lowered by $3.46\,kT$ at $b=1.5$. If the rate is taken as a fixed prefactor times a Boltzmann factor, it grows by $e^{\sqrt{8b}}=32$, and the yield would be 78 percent.

The two laws differ already at weak field: the Poole-Frenkel factor begins as $1+\sqrt{8b}$, Onsager's as $1+b$. At large $b$, the asymptotic form $I_1(y)\approx e^y/\sqrt{2\pi y}$ with $y=\sqrt{8b}$ gives

$$F\approx\sqrt{\frac2\pi}\,\frac{e^{\sqrt{8b}}}{(8b)^{3/4}}.$$

The exponent is then the same, but a falling prefactor remains. The barrier estimate takes the most favourable direction for the whole rate. In the diffusive solution the outflow near the pair is weighted by $h(b(1+\mu))$, which is one straight against the field and largest along it, 7.2 at $b=1.5$. Direction accounts for only part of the gap. Averaging the barrier factor $e^{\sqrt{8b\mu}}$ over the downfield directions, with one for the upfield ones, gives 7.1, twice $F$, and at weak field this average still begins as $1+\sqrt{8b}/3$.

**Answer (f): an organic blend**

Take round parameters in the rough regime of an organic solar-cell blend: relative permittivity 3.5, $T=300$ K, $a=1.5$ nm, $1/k_f=20$ ns, and a film 100 nm thick. Then $kT=25.85$ meV and $l=15.91$ nm. From $f=2b/l$,

$$E=\frac{kT}{e}\,\frac{2b}{l}=\frac{25.85\ \mathrm{mV}\times3}{15.91\ \mathrm{nm}}=4.87\ \mathrm{mV/nm}=0.0487\ \mathrm{MV/cm},$$

or 0.487 V across the film. The decay constant is $k_f=5.0\times10^7\ \mathrm{s^{-1}}$, while $k_d$ rises from $5.6\times10^6$ to $1.93\times10^7\ \mathrm{s^{-1}}$. The mean pair lifetime $1/(k_d+k_f)$ shortens from 18.0 to 14.4 ns although $k_f$ is fixed.

The Einstein relation gives $4\pi Dl=e\mu_s/\varepsilon$, where $\mu_s$ is the sum of the two mobilities. With $V=4\pi a^3/3$, the assumed 10 percent yield requires

$$\mu_s=\frac{\varepsilon V}{e}\,k_d(0)\,e^{l/a}\approx6\times10^{-3}\ \mathrm{cm^2/Vs}.$$

This is high beside the roughly $10^{-4}$ to $10^{-3}\ \mathrm{cm^2/Vs}$ typical of transport through whole blend films. The zero-field yield is a chosen value, and efficient blends separate a much larger share. Real blends also break the assumption of one common pair energy. A Gaussian spread of 50 meV in the dissociation barrier, with the mean zero-field yield held at 10 percent, lowers the mean yield in the field from 27.8 to 20.8 percent: pairs that already separate easily have little left to gain.

Orientation can matter as much, because a pair at an interface may not turn freely. As a gauge, let a carrier start at separation $a$ and be lost if it reaches the origin. Its chance $\phi(\mathbf r)$ of reaching the origin equals the average of $\phi$ over the positions after a short time step. The mean displacement per unit time is $-D\nabla u$ and the variance along each axis grows as $2D$ per unit time, so $D\nabla^2\phi-D\nabla u\cdot\nabla\phi=0$. This is equation (1), with $\phi=1$ at the origin and $\phi\to0$ far away. Since (2) gives $g\le Cq\,h(2b)\to0$ at large $r$, the solution is $\phi=g/C$, and the escape chance is $1-g/C$. Straight against the field $p=0$, so this chance is $e^{-l/a}$, independent of the field. Straight along the field it grows by a factor 6.2. Scaling $k_d$ by these two factors gives yields of 10 and 41 percent. These figures show the sensitivity to orientation; they are not a theory of a fixed pair.

With field, mobility, $a$ and $k_f$ held fixed, temperature acts mainly through the binding factor $e^{-l/a}$. At 330 K $b$ falls to 1.24, yet the yields without and with field become 22.6 and 45.6 percent. A mobility that rises with temperature would raise them further.

Further estimates:

- The field energy across the pair is $0.28\,kT$. Including it for a freely turning pair gives 27.55 percent.
- At a density of $10^{15}\ \mathrm{cm^{-3}}$ for each carrier type, placed at random, a mean of 0.034 other carriers lie within $l$. This number grows in proportion to the density: at $10^{17}\ \mathrm{cm^{-3}}$ it would be about 3.4, and the picture of an isolated pair would fail. The count understates the effect at lower densities, because mobile carriers screen over the Debye length, which is 50 nm at $10^{15}$ and about $l$ at $10^{16}\ \mathrm{cm^{-3}}$. As a rough gauge, a Debye-screened Coulomb potential raises the zero-field yield to about 11 percent at $10^{15}$ and about 15 percent at $10^{16}\ \mathrm{cm^{-3}}$, so the picture is already doubtful at $10^{16}$.
- The applied field's energy over a 1 nm hop is 4.87 meV, well below $kT$, so this field alone biases single hops only weakly. The attraction within the pair is much stronger at short range: going from 1.5 to 2.5 nm costs about 110 meV, more than $4\,kT$. A constant mobility close to the pair is therefore an assumption.
- The model has no electrodes. For a pair in the middle of the film, absorbing electrodes 50 nm away on either side would raise the zero-field yield from 10 to about 12 percent, with image forces left out, and would hardly change the yield in the field. If 10 percent were the zero-field yield in the film itself, the yield in the field would be about 24 percent.
- The field is about 5 percent of a rough breakdown field of 1 MV/cm.

The 28 percent therefore belongs to the ideal model with freely turning, identical pairs in an unbounded medium. For a real blend, disorder and orientation matter, and so do the pair separation and the permittivity, because the zero-field rate depends steeply on both through $e^{-l/a}$. A prediction to within a few percent would need all of these, together with the mobility and $k_f$. Most of the values are in the numerical output.

## Numbers as computed

```
Field parameter b: 1.50
Zero-field yield: 10.0 percent
Zero-field odds k_d/k_f: 0.11111
Series terms b^0..b^4: 1.00000 1.50000 0.75000 0.18750 0.02813
Sum of these terms: 3.46563
Bessel argument 2 sqrt(2b): 3.46410
I1 at this argument: 6.00788
Onsager factor F: 3.46865
Outflow/(4 pi D l C) at r = 0.3, 1, 3 l: 3.46865 3.46865 3.46865
Largest relative residual of transport eq.: 3.9e-06
Odds in field: 0.38541
Yield in field: 27.82 percent
Recombining share in field: 72.18 percent
Yield ratio field/zero: 2.782
Wrong shortcut F*P(0): 34.69 percent
Simulated yield, zero field: 10.00 percent
Simulated yield, in field: 27.82 percent
Poole-Frenkel lowering: 3.464 kT
Poole-Frenkel factor: 31.95
Yield with Poole-Frenkel factor: 78.0 percent
Relative permittivity: 3.5
Temperature: 300 K
Thermal energy kT: 25.85 meV
Coulomb length l: 15.91 nm
Pair separation a: 1.50 nm
Ratio l/a: 10.61
Field for this b: 0.0487 MV/cm
Film thickness: 100 nm
Voltage across film: 0.487 V
Pair decay time 1/k_f: 20.0 ns
k_f: 5.000e+07 1/s
k_d at zero field: 5.556e+06 1/s
k_d in field: 1.927e+07 1/s
Pair lifetime at zero field: 18.00 ns
Pair lifetime in field: 14.44 ns
Implied sum of mobilities: 6.16e-03 cm2/Vs
Field energy across pair: 0.283 kT
Orientation weight sinh(fa)/(fa): 1.0134
Simulated yield with this weight: 27.55 percent
Escape-chance ratio along field: 6.215
Escape-chance ratio against field: 1.000
Yield if k_d scaled by ratio along: 40.8 percent
Yield if k_d scaled by ratio against: 10.0 percent
Disorder (standard deviation): 50 meV
Mean yield in field with disorder: 20.8 percent
Warm device temperature: 330 K
b at same field, warm: 1.240
Zero-field yield, warm: 22.6 percent
Yield in field, warm: 45.6 percent
Density of each free carrier: 1.0e+15 1/cm3
Mean number of other carriers within l: 0.0338
Field energy per 1 nm hop: 4.87 meV
Rough breakdown field: 1 MV/cm
Field over rough breakdown field: 0.049
```
